# High-Temperature Thermopower of Narrow Bands: Heikes, Chaikin–Beni and Cobaltate Limits

## What the wrong count costs

Take a narrow band with 1.5 electrons per site and an on-site repulsion twenty times $kT$. Dividing the chemical potential by $eT$ gives a thermopower of $20.69\,k/e$. The correct value is $0.69\,k/e$: most of the chemical potential is repulsion energy that moves with the electron and produces no voltage.

A second error comes from forgetting internal states. In a cobalt oxide with equal numbers of Co$^{3+}$ and Co$^{4+}$, counting only the positions of the charges gives zero thermopower. If Co$^{4+}$ has six accessible states and Co$^{3+}$ has one, the limit is about $+154\ \mu\mathrm{V/K}$.

Both errors are avoided by finding what energy the current carries and which states can be occupied.

## Model, conventions and results

The electron charge is $-e$, with $e>0$. There are $M$ sites and $N$ electrons, and $\rho=N/M$ is held fixed. The Hamiltonian has nearest-neighbour hopping $t$ and an energy $U$ for each doubly occupied site:

$$H=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}.$$

Throughout, $t\ll kT$. No magnetic field is applied, and the dc particle response is assumed finite.

With electrostatic potential $\phi$, the electrochemical potential is $\bar\mu=\mu-e\phi$. The thermopower $S$ is defined at zero particle current by

$$\frac{\nabla\bar\mu}{e}=S\,\nabla T .$$

In linear response the current depends on $\nabla\bar\mu$ and $\nabla T$, however $\nabla\bar\mu$ is divided between $\mu$ and $\phi$. One may therefore set $\phi=0$ and use $S=(1/e)\,\nabla\mu/\nabla T$ at zero current.

The limits to be derived are as follows.

- Spinless carriers (Heikes): $S=-\frac{k}{e}\ln\frac{1-\rho}{\rho}$.
- Spin ½ with $kT\gg U$: $S=-\frac{k}{e}\ln\frac{2-\rho}{\rho}$.
- Spin ½ with $t\ll kT\ll U$ (Chaikin–Beni): $S=-\frac{k}{e}\ln\frac{2(1-\rho)}{\rho}$ for $\rho<1$, and $S=+\frac{k}{e}\ln\frac{2(\rho-1)}{2-\rho}$ for $\rho>1$.
- Cobaltate with a fraction $x$ of Co$^{4+}$: $S=-\frac{k}{e}\ln\left[\frac{g_3}{g_4}\frac{x}{1-x}\right]$, where $g_3$ and $g_4$ are the degeneracies of Co$^{3+}$ and Co$^{4+}$.

## First derivation: linear response and counting

### The energy carried by the current

The forces conjugate to the particle and energy currents are $-\nabla(\mu/T)$ and $\nabla(1/T)$. Hence

$$J_N=-L_{NN}\nabla\!\left(\frac{\mu}{T}\right)+L_{NE}\nabla\!\left(\frac1T\right).$$

Set $J_N=0$, divide by $L_{NN}$, and define $E^*=L_{NE}/L_{NN}$. Expanding the gradients gives

$$\frac{\nabla\mu}{T}-\frac{\mu\nabla T}{T^2}=-E^*\frac{\nabla T}{T^2}.$$

Multiply by $T$ and solve for $\nabla\mu/\nabla T$:

$$\boxed{S=\frac{\mu-E^*}{eT}}\tag{1}$$

Without a magnetic field, Onsager symmetry gives $L_{NE}=L_{EN}$. Thus $E^*$ is also the energy current per unit particle current when the driving force acts at uniform temperature. Shifting the energy of every electron by a constant shifts $\mu$ and $E^*$ equally, so $S$ is unchanged.

### When the carried energy can be dropped

**Weak repulsion, $kT\gg U,t$.** The coefficients $L_{NN}$ and $L_{EN}$ are time integrals of current correlations. At high temperature and fixed density, the statistical weights tend to $e^{\mu N/kT}$, in which $\mu/kT$ is set by $\rho$. The common factor $1/kT$ in the correlators cancels from their ratio. What remains contains only the energies $t$ and $U$, so $E^*$ tends to a temperature-independent energy and $E^*/kT\to0$.

**Strong repulsion, $\rho<1$.** Double occupation is suppressed. In the remaining states the leading Hamiltonian is proportional to $t$; virtual double occupation adds terms of order $t^2/U$, which are smaller. The same argument gives $E^*=O(t)$.

**Strong repulsion, $\rho>1$.** Now empty sites are suppressed, and each site has $n_i=1$ or $2$. Its repulsion energy is therefore $U(n_i-1)$, and its total local energy is

$$h_i=U(n_i-1)+k_i,$$

where $k_i$ is its share of the hopping energy. The energy current is the time derivative of $\sum_i r_ih_i$. The constant $-U$ does not contribute, because $\sum_i r_i$ does not change. Thus

$$J_E=UJ_N+J_k,\qquad E^*=U+O(t).$$

Each mobile electron carries the repulsion energy with it.

### The chemical potential from the number of states

Let $W(N)$ be the number of allowed configurations. At strong repulsion their interaction energy is $E_0(N)=0$ for $\rho<1$ and $E_0(N)=U(N-M)$ for $\rho>1$. Hopping has no diagonal elements in the occupation basis, so its first-order contribution to the free energy vanishes. To leading order,

$$F(N)=E_0(N)-kT\ln W(N).$$

The chemical potential is $F(N+1)-F(N)$:

$$\mu=\epsilon-kT\ln\frac{W(N+1)}{W(N)},\tag{2}$$

with $\epsilon=0$ below half filling and $\epsilon=U$ above it. Since $E^*=\epsilon+O(t)$, inserting (2) into (1) cancels $\epsilon$:

$$S=-\frac{k}{e}\ln\frac{W(N+1)}{W(N)}+O\!\left(\frac{k}{e}\frac{t}{kT}\right).\tag{3}$$

For weak repulsion, the mean interaction energy changes $\mu$ by $O(U)$. Equation (3) then holds with a further additive correction of order $(k/e)\,U/kT$.

The meaning is direct. If adding an electron increases the number of configurations, $S$ is negative. If adding one decreases it, $S$ is positive.

### The four counts

For spinless carriers, one chooses $N$ occupied sites from $M$:

$$W=\binom MN,\qquad \frac{W(N+1)}{W(N)}=\frac{M-N}{N+1}\to\frac{1-\rho}{\rho}.$$

The arrow means large $M$ at fixed $\rho$.

For spin ½ with $kT\gg U$, all $2M$ spin-orbitals are available:

$$W=\binom{2M}{N},\qquad \frac{W(N+1)}{W(N)}=\frac{2M-N}{N+1}\to\frac{2-\rho}{\rho}.$$

For $U\gg kT$ and $\rho<1$, each of the $N$ occupied sites has two spin states:

$$W=2^N\binom MN,\qquad \frac{W(N+1)}{W(N)}=\frac{2(M-N)}{N+1}\to\frac{2(1-\rho)}{\rho}.$$

For $U\gg kT$ and $\rho>1$, there are $N-M$ doubly occupied sites and $2M-N$ singly occupied ones. Only the latter have a free spin:

$$W=2^{2M-N}\binom{M}{N-M}.$$

Adding an electron removes one free spin, which gives a factor ½, and creates one double occupation:

$$\frac{W(N+1)}{W(N)}=\frac12\,\frac{2M-N}{N-M+1}\to\frac{2-\rho}{2(\rho-1)}.$$

The minus sign in (3) inverts this ratio and gives the formula stated for $\rho>1$.

For the cobaltate, let $N=(1-x)M$ be the number of Co$^{3+}$ sites. Adding an electron turns Co$^{4+}$ into Co$^{3+}$. Therefore

$$W=g_3^{\,N}g_4^{\,M-N}\binom MN,$$

$$\frac{W(N+1)}{W(N)}=\frac{g_3}{g_4}\frac{M-N}{N+1}\to\frac{g_3}{g_4}\frac{x}{1-x}.$$

The constant energy of adding an electron to Co$^{4+}$ plays the role of $\epsilon$ and cancels in the same way.

## Second derivation: zero net hopping across one bond

This derivation uses neither a total state count nor Kubo coefficients. Neighbouring sites $i$ and $j$ are each in local equilibrium, with slightly different temperatures and chemical potentials. A site state $a$ with energy $E_a$ and electron number $N_a$ has probability

$$p(a)=\frac1Z\exp\left[-\frac{E_a-\mu N_a}{kT}\right].$$

An electron hops from $i$ to $j$, changing their states from $(a,b)$ to $(a',b')$. Assume that successive hops are incoherent. To leading order in the hopping, energy is conserved between the local levels:

$$E_a-E_{a'}=E_{b'}-E_b\equiv\epsilon_c .$$

The label $c$ denotes this hopping channel. Forward and reverse hops have the same squared matrix element, and hence the same rate $w_c$. The net current from $i$ to $j$ is

$$J=\sum_c w_c\left[p_i(a)p_j(b)-p_i(a')p_j(b')\right].$$

The partition functions cancel from the ratio of the two products:

$$\frac{p_i(a')p_j(b')}{p_i(a)p_j(b)}=\exp\left[\frac{\epsilon_c-\mu_i}{kT_i}-\frac{\epsilon_c-\mu_j}{kT_j}\right].$$

Write $\delta$ for the value at $j$ minus that at $i$, and let $A_c=w_cp(a)p(b)$ at equilibrium. The exponent is $-\delta[(\epsilon_c-\mu)/kT]$. To first order,

$$J=\sum_cA_c\,\delta\!\left(\frac{\epsilon_c-\mu}{kT}\right)
=-\frac1{kT}\sum_cA_c\left[\delta\mu+\frac{\epsilon_c-\mu}{T}\delta T\right].$$

Setting $J=0$ gives

$$S=\frac1e\frac{\delta\mu}{\delta T}=\frac{\mu-E^*}{eT},\qquad E^*=\frac{\sum_cA_c\epsilon_c}{\sum_cA_c}.\tag{4}$$

This has the form of (1), with $E^*$ now an explicit average over hops. If all active channels have the same $\epsilon$, the rates cancel. With $z=e^{(\mu-\epsilon)/kT}$, one then has $S=(k/e)\ln z$.

### Finding $z$ from one site

For spinless carriers, the weights of an empty and an occupied site are $1$ and $z$. Thus $\rho=z/(1+z)$ and $z=\rho/(1-\rho)$, which gives the Heikes result.

For Co$^{4+}$ and Co$^{3+}$ the weights are $g_4$ and $g_3z$. Hence

$$1-x=\frac{g_3z}{g_4+g_3z}.$$

Multiplying out gives $(1-x)g_4=x\,g_3z$, so

$$z=\frac{g_4}{g_3}\frac{1-x}{x}.$$

Its logarithm is the cobaltate formula.

For the Hubbard site, take $z=e^{\mu/kT}$ and $u=U/kT$. The weights of empty, singly occupied and doubly occupied sites are $1$, $2z$ and $z^2e^{-u}$, so

$$\rho=\frac{2z+2z^2e^{-u}}{1+2z+z^2e^{-u}}.\tag{5}$$

- If $u\to0$, the denominator is $(1+z)^2$ and $\rho=2z/(1+z)$. Hence $z=\rho/(2-\rho)$. The channel energies lie between $0$ and $U$, so $E^*/kT\to0$, and the weak-repulsion formula follows.
- If $u\to\infty$ with $\rho<1$, then $z$ stays finite and double occupation disappears. Equation (5) becomes $\rho=2z/(1+2z)$, so $z=\rho/[2(1-\rho)]$. Active hops have $\epsilon=0$.
- If $u\to\infty$ with $\rho>1$, set $y=ze^{-u}$. Dividing the weights by $z$ leaves $2$ for single and $y$ for double occupation. Thus $\rho=(2+2y)/(2+y)$, which gives $y=2(\rho-1)/(2-\rho)$. Active hops have $\epsilon=U$, while $\mu=U+kT\ln y$, so $S=(k/e)\ln y$.

All the stated limits are recovered.

### Between the two regimes

When $t\ll U\sim kT$, two kinds of hop conserve energy. An electron can move from a single site to an empty one, with $\epsilon=0$, or from a double site to a single one, with $\epsilon=U$. After the common factor $1/Z^2$ is removed, their spin-summed weights are $2z$ and $2z^3e^{-u}$. If their hopping rates are equal, (4) gives

$$E^*=U\,\frac{z^2e^{-u}}{1+z^2e^{-u}}.\tag{6}$$

At half filling, (5) gives $z^2e^{-u}=1$. Therefore $\mu=U/2$, $E^*=U/2$ and $S=0$. For nearest-neighbour hopping on a bipartite lattice, $S=0$ also follows from particle–hole symmetry, without equal incoherent rates.

This resolves the behaviour of the strong-repulsion formulas near $\rho=1$. They diverge to $+\infty$ from below and $-\infty$ from above, because they omit thermally created empty and double sites. At half filling the fraction of such sites is of order $e^{-U/2kT}$. Close to $\rho=1$, (5) and (6) give an error of magnitude about $(u+1)e^{-u}/[4(1-\rho)^2]$ in units of $k/e$; the factor $u$ comes from the repulsion energy carried by the few hops in the minority channel. The formulas therefore require $|1-\rho|\gg\sqrt{U/kT}\,e^{-U/2kT}$. For $U=20\,kT$ and $1-\rho=10\,e^{-U/2kT}$ the error is still about $0.05\,k/e$.

## What each derivation assumes

The first derivation needs linear response and a finite dc response. It allows coherent motion and correlations between successive hops. Its counting becomes simple when the carried energy is either negligible or the same for every electron.

The second needs local equilibrium, independent site probabilities and incoherent hops. In return, it shows why zero current fixes the voltage and gives an estimate of $E^*$ when several channels compete.

Equation (6) can be compared with a calculation that does not assume incoherent hops. Five-site Hubbard rings were diagonalized and their current correlations evaluated with a broadening of $0.5t$. At $\rho=0.5$, $U=10t$ and $kT=1000t$, the result is $S=-1.0962\,k/e$, against the limit $-1.0986\,k/e$.

The first-order interaction energy per site is $U\rho^2/4$, since each spin has density $\rho/2$. It raises $\mu$ by $U\rho/2$, or $0.0025\,kT$ here. Thus $\mu/kT\approx-1.0961$, one unit in the last digit above the computed $S$; allowing for rounding, (1) then places $E^*$ between $0$ and about $0.15t$. Equation (6), with $z\approx1/3$ and $u\approx0$, would give $E^*\approx U/10=t$. The incoherent estimate is therefore not quantitative for this ring at this broadening. The ring value is itself not converged: a finite ring has no dc limit, and the broadening stands in for one. At a broadening of $0.5t$, rings of four, five and six sites give $E^*\approx0.31t$, $0.08t$ and $-0.10t$, and at $2t$ all three give about $0.7t$. The limiting thermopower is insensitive to this because all these energies are tiny compared with $kT$. At $U\sim kT$ the difference matters. For $U=kT=100t$ and $\rho=0.5$, (4)–(6) give $S=-0.954\,k/e$. The rings reproduce this when the broadening lies between $t$ and $U$ ($20t$), where successive hops lose their correlation, but give $-0.89\,k/e$ for five sites and $-0.88\,k/e$ for six at $0.5t$.

## Reading the Hubbard numbers

The conversion factor is $k/e=86.17\ \mu\mathrm{V/K}$. For weak repulsion at $\rho=0.5$,

$$S=-\frac ke\ln\frac{1.5}{0.5}=-1.0986\,\frac ke=-94.7\ \mu\mathrm{V/K}.$$

For strong repulsion at the same density,

$$S=-\frac ke\ln\frac{2(0.5)}{0.5}=-0.6931\,\frac ke=-59.7\ \mu\mathrm{V/K}.$$

Repulsion removes places for an added electron, so the entropy gain is smaller. At $\rho=1.5$ both results change sign.

The strong-repulsion result vanishes below half filling when $2(1-\rho)=\rho$, or $\rho=2/3$. Between this density and the region near half filling, $S$ is positive although the carriers are electrons: an added electron removes more positional entropy than its spin supplies.

The ring with $U=1000t$ and $kT=50t$ tests the cancellation of $U$. At $\rho=1.5$ it gives $\mu/kT=20.6932$ and $E^*=1000.000t$, so $E^*/kT=20$. Equation (1) then gives

$$S=(20.6932-20)\frac ke=0.6932\,\frac ke,$$

against the limit $0.6931\,k/e$. At half filling with $U=kT=100t$, both $\mu/kT$ and $E^*/kT$ are $0.5000$, and $S$ vanishes to the printed precision.

## Cobaltates

In Na$_y$CoO$_2$, taking charges $+1$ for sodium and $-2$ for oxygen gives cobalt an average charge $4-y$. With a fraction $x$ of Co$^{4+}$ the average is $3+x$, so $x=1-y$.

Low-spin Co$^{3+}$ has a filled $t_{2g}$ shell and $g_3=1$. Low-spin Co$^{4+}$ has one hole in three orbitals with two spin directions, so $g_4=3\times2=6$. At $x=0.5$,

$$S=-\frac ke\ln\frac16=1.7918\,\frac ke=154.4\ \mu\mathrm{V/K}.$$

At $x=0.3$ the positional factor adds to the internal entropy:

$$S=-\frac ke\ln\left(\frac16\,\frac{0.3}{0.7}\right)=2.6391\,\frac ke=227.4\ \mu\mathrm{V/K}.$$

If orbital splitting leaves only spin degeneracy on Co$^{4+}$, then $g_4=2$, and the value at $x=0.5$ falls to $59.7\ \mu\mathrm{V/K}$. For high spin, Co$^{3+}$ has five spin states and three orbital arrangements, so $g_3=15$, while Co$^{4+}$ has six spin states and $g_4=6$. The result at $x=0.5$ is $-79.0\ \mu\mathrm{V/K}$.

Intermediate spin gives $g_3=3\times3\times2=18$ and $g_4=4\times3\times2=24$. If low, intermediate and high spin were all degenerate, the totals would be $g_3=1+18+15=34$ and $g_4=6+24+6=36$, and the thermopower at $x=0.5$ would be only $4.9\ \mu\mathrm{V/K}$. At $x=0.5$, where the positional factor is one, a large value thus requires a large entropy difference between the two ions, not merely many states on both.

These are high-temperature limits, not predictions for a measured sample. They require $t\ll kT$, which is a severe condition: for a hopping of $0.1$ eV, $kT$ only equals $t$ at about $1160$ K, so a room-temperature measurement would lie outside the limit. Spin–orbit coupling, trigonal fields and Coulomb anisotropy can split the counted levels; their splittings must be far below $kT$, and omitted levels must lie far above it. If a splitting is comparable with $kT$, different hops may carry different energies, so inserting a temperature-dependent $g$ into the logarithm is not sufficient in general. Equation (1), with its carried energy, is then the starting point.

The numerical output below lists the ring results, degeneracies and thermopowers.

## Computed results

```
k/e = 86.1733 uV/K
Kubo ring: 5 sites, broadening 0.5 t
Weak repulsion: U = 10 t, kT = 1000 t
 rho=0.5: S Kubo -1.0962, limit -1.0986 k/e
   limit in SI: -94.7 uV/K
 rho=1.5: S Kubo 1.0962, limit 1.0986 k/e
   limit in SI: 94.7 uV/K
Strong repulsion: U = 1000 t, kT = 50 t
 rho=0.500: S Kubo -0.6932, limit -0.6931 k/e
   E* = -0.000 t, mu/kT = -0.6932
   limit in SI: -59.7 uV/K
 rho=0.667: S Kubo -0.0000, limit -0.0000 k/e
   E* = 0.006 t, mu/kT = 0.0001
   limit in SI: -0.0 uV/K
 rho=1.500: S Kubo 0.6932, limit 0.6931 k/e
   E* = 1000.000 t, mu/kT = 20.6932
   limit in SI: 59.7 uV/K
Half filling, U = kT = 100 t:
 mu/kT = 0.5000, E*/kT = 0.5000
 |S| Kubo = 0.0000 k/e
Labelled rings, infinite repulsion:
 spinless rho=0.3, kT=50 t: Kubo -0.8473, limit -0.8473 k/e
 g3=1 g4=6 x=0.5, kT=50 t: Kubo 1.7918, limit 1.7918 k/e
 g3=1 g4=6 x=0.3, kT=50 t: Kubo 2.6391, limit 2.6391 k/e
 g3=15 g4=6 x=0.5, kT=50 t: Kubo -0.9163, limit -0.9163 k/e
Degeneracies from total-spin diagonalization:
 Co3+ low spin: S=0.0, g=1
 Co3+ intermediate spin: S=1.0, g=18
 Co3+ high spin: S=2.0, g=15
 Co4+ low spin: S=0.5, g=6
 Co4+ intermediate spin: S=1.5, g=24
 Co4+ high spin: S=2.5, g=6
Cobaltate thermopower limits:
 low spin x=0.5 g3=1 g4=6: 1.7918 k/e = 154.4 uV/K
 low spin x=0.3 g3=1 g4=6: 2.6391 k/e = 227.4 uV/K
 spin only x=0.5 g3=1 g4=2: 0.6931 k/e = 59.7 uV/K
 high spin x=0.5 g3=15 g4=6: -0.9163 k/e = -79.0 uV/K
 all spin states x=0.5 g3=34 g4=36: 0.0572 k/e = 4.9 uV/K
```
